# Site Blocking and the Thermodynamic Factor of Carbon in Austenite

## Result

Austenite has one octahedral interstitial site per iron atom. Let $N$ be the number of sites, $n$ the number of carbon atoms and $y=n/N$ the carbon content per iron atom. If each carbon removes $z$ sites from the supply, its own and $z-1$ others, a mean-field count of the arrangements gives

$$\Phi\equiv\frac{\partial(\mu/k_BT)}{\partial\ln y}=\frac{1}{1-zy},\qquad 0<y<\frac1z .$$

With ordinary single occupancy, $z=1$. Blocking therefore raises the thermodynamic factor by

$$\frac{\Phi_z}{\Phi_1}=\frac{1-y}{1-zy}=1+\frac{(z-1)y}{1-zy}.$$

Here $\mu$ is the chemical potential of carbon at fixed temperature $T$ and fixed number of iron atoms, and $k_B$ is Boltzmann's constant. The number $z$ is an effective parameter. It is not the geometric size of a neighbour shell, because real blocked shells overlap; the later sections work out what that costs.

## Simple case: a carbon blocks its own site

Assume that every carbon contributes the same free energy $\mu_0$, vibrations included, wherever the other carbons sit. Changes of volume with carbon content are neglected. Then

$$F(n)=n\mu_0-k_BT\ln W(n),$$

where $W(n)$ is the number of arrangements. The first carbon has $N$ choices, the second $N-1$, and so on. The atoms are identical, so the product is divided by $n!$:

$$W(n)=\frac{1}{n!}\prod_{i=0}^{n-1}(N-i).$$

Adding one more carbon multiplies the product by $N-n$ and the factorial by $n+1$. Hence

$$\mu=F(n+1)-F(n)=\mu_0-k_BT\ln\frac{N-n}{n+1}.$$

For large $n$ the 1 in the denominator is negligible, and

$$\mu=\mu_0+k_BT\ln\frac{y}{1-y}.$$

Since $d/d\ln y=y\,d/dy$,

$$\Phi_1=y\left(\frac1y+\frac1{1-y}\right)=\frac{1}{1-y}.$$

**Limit.** As $y\to0$, $\Phi_1\to1$, the dilute ideal value. As $y\to1$ it diverges, because the last free site is being filled.

## General case: a carbon blocks $z$ sites

Now let each carbon remove $z$ sites, and assume that the removed sets never overlap. After $i$ carbons, $N-zi$ sites remain:

$$W(n)=\frac{1}{n!}\prod_{i=0}^{n-1}(N-zi),\qquad \frac{W(n+1)}{W(n)}=\frac{N-zn}{n+1}.$$

The same difference of free energies gives

$$\mu=\mu_0+k_BT\ln\frac{y}{1-zy}.$$

Differentiating, with the sign of the second term traced,

$$\Phi_z=y\left(\frac1y+\frac{z}{1-zy}\right)=\frac{1-zy+zy}{1-zy}=\frac1{1-zy}.$$

Dividing by $\Phi_1$ gives $(1-y)/(1-zy)$. Writing the numerator as $(1-zy)+(z-1)y$ gives the second form of the increase stated at the top.

**Limits.** For $z=1$ the simple case returns. For $y\to0$ the increase vanishes as $(z-1)y$: a lone carbon has nobody to block. For $y\to1/z$ the factor diverges, because the model has run out of sites.

The energy $\mu_0$ has dropped out, so at fixed $z$ this $\Phi$ does not depend on temperature. The increase is entropic: each added carbon lowers the number of choices left for the next one by $z$ instead of by 1.

If composition is measured by the mole fraction $x=n/(N+n)=y/(1+y)$, then $\ln x=\ln y-\ln(1+y)$ and

$$\frac{d\ln x}{d\ln y}=1-\frac{y}{1+y}=\frac1{1+y},\qquad \frac{\partial(\mu/k_BT)}{\partial\ln x}=\frac{1+y}{1-zy}.$$

The extra factor $1+y$ is the same for every $z$, so the ratio to single occupancy is unchanged.

## A system for which the count is exact

Divide the $N$ sites into $N/z$ separate cages of $z$ sites, and let each cage hold at most one carbon. A carbon then removes its whole cage, and no two removed sets overlap. The count above is exact for this system. With $z=5$ and three cages, direct enumeration of the 15 sites gives 1, 15, 75 and 125 arrangements for 0, 1, 2 and 3 carbons. The formula gives, for two carbons, $15\cdot10/2=75$, and for three, $15\cdot10\cdot5/6=125$.

The cages also give a second route to $\Phi$, through fluctuations. Let the crystal exchange carbon with a reservoir, and put $\lambda=e^{(\mu-\mu_0)/k_BT}$. The grand partition function is $\Xi=\sum_nW(n)\lambda^n$, so

$$\langle n\rangle=\lambda\frac{\partial\ln\Xi}{\partial\lambda},\qquad \mathrm{Var}(n)=\lambda\frac{\partial\langle n\rangle}{\partial\lambda}.$$

Therefore $d\ln\langle n\rangle/d\ln\lambda=\mathrm{Var}(n)/\langle n\rangle$, and inverting this,

$$\Phi=\frac{\langle n\rangle}{\mathrm{Var}(n)}.$$

A cage is either empty, with weight 1, or occupied in one of $z$ ways, with weight $z\lambda$. It is occupied with probability $p=zy$. The mean per cage is $p$ and the variance is $p(1-p)$, so $\Phi=1/(1-p)=1/(1-zy)$, as before. Blocking suppresses the fluctuations of the carbon number, and a stiffer response of $\mu$ to composition is the same fact seen from the other side.

## Numbers for a carburized case

Take plain iron–carbon austenite at 930 °C, with 0.2 mass % carbon in the core and 1.0 mass % at the surface. Choose $z=5$ as a round effective value. With molar masses 12.011 and 55.845 g/mol, the surface has

$$y=\frac{1.0/12.011}{99.0/55.845}=0.0470,$$

and the core has $y=0.0093$. At the surface $zy=0.235$, so

$$\Phi_5=\frac1{1-0.235}=1.31,\qquad \Phi_1=\frac1{1-0.047}=1.05.$$

The increase due to blocking is a factor 1.25. In the core $\Phi_5=1.05$ and $\Phi_1=1.01$, an increase of 1.04. Blocking thus matters mainly in the carbon-rich case. In the mole-fraction convention the surface value is 1.37.

Blocking has a smaller relative effect on the difference in chemical potential between surface and core than on $\Phi$ at the surface. With $k_BT=0.1037$ eV, the difference between surface and core is

$$\Delta\mu=k_BT\left[\ln\frac{0.04696}{0.00932}+\ln\frac{1-0.0466}{1-0.2348}\right]=0.19\ \text{eV}.$$

Single occupancy gives 0.17 eV. Most of the difference comes from the first logarithm, which is there without any blocking.

The choice of $z$ matters at this level: at the same surface composition, $z=4$ gives $\Phi=1.23$ and $z=6$ gives 1.39. The divergence at $y=1/5$ corresponds to 4.1 mass % carbon, far above the surface content considered here.

## Overlap: a chain that can be solved

The assumption of disjoint blocked sets can be examined first on a line of sites where neighbours may not both be occupied. Each carbon blocks $z=3$ sites: its own and one on either side. Two carbons with one empty site between them share that blocked site, so the sets overlap.

To count the arrangements, place the $N-n$ empty sites in a row. They leave $N-n+1$ gaps, ends included, and each gap takes at most one carbon. Hence $W=\binom{N-n+1}{n}$, and

$$\frac{W(n+1)}{W(n)}=\frac{(N-2n+1)(N-2n)}{(n+1)(N-n+1)}\to\frac{(1-2y)^2}{y(1-y)}.$$

The chemical potential is minus $k_BT$ times the logarithm of this ratio, plus $\mu_0$. Differentiation gives

$$\Phi=1-\frac{y}{1-y}+\frac{4y}{1-2y}=1+3y+7y^2+\dots$$

The mean-field formula gives $1/(1-3y)=1+3y+9y^2+\dots$. The first-order term is right and the second is too large. The mean-field divergence is at $y=1/3$, whereas the chain can be filled to $y=1/2$.

## Overlap on any lattice

The same comparison can be made in three dimensions. Give a pair of carbons at separation $\mathbf r$ the Boltzmann weight $1+f(\mathbf r)$. A forbidden pair has $f=-1$, and a pair without interaction has $f=0$. Double occupancy is forbidden, so $f(0)=-1$. Define

$$z=-\sum_{\mathbf r}f(\mathbf r),\qquad T_3=-\sum_{\mathbf r,\mathbf s}f(\mathbf r)f(\mathbf s)f(\mathbf r-\mathbf s).$$

For strict exclusion $z$ is the number of blocked sites. $T_3$ then counts the pairs of vectors in the blocked set whose difference also lies in the set, so $T_3\le z^2$.

Let $Z_k$ be the total weight of $k$ carbons on a large periodic lattice. Then $Z_1=N$ and $Z_2=N(N-z)/2$. For three carbons, expand $(1+f_{12})(1+f_{13})(1+f_{23})$ and sum over positions. The term without $f$ gives $N^3$, the three single terms give $-3zN^2$, the three double terms give $3z^2N$, and the triple term gives $-T_3N$:

$$Z_3=\frac N6\left(N^2-3zN+3z^2-T_3\right).$$

The mean-field product is $N(N-z)(N-2z)/6=N(N^2-3zN+2z^2)/6$. The true weight exceeds it by $N(z^2-T_3)/6$. For strict exclusion this is never negative. More generally, $i$ carbons then block at most $zi$ sites, so as long as $N-zi$ stays positive the mean-field count is a lower bound.

Now find $\Phi$. Expanding the logarithm of $\Xi=1+Z_1\lambda+Z_2\lambda^2+Z_3\lambda^3+\dots$,

$$\ln\Xi=Z_1\lambda+\left(Z_2-\tfrac12Z_1^2\right)\lambda^2+\left(Z_3-Z_1Z_2+\tfrac13Z_1^3\right)\lambda^3+\dots$$

On inserting the weights, all terms of higher power in $N$ cancel:

$$\frac{\ln\Xi}{N}=\lambda-\frac z2\lambda^2+\frac{3z^2-T_3}{6}\lambda^3+\dots$$

Put $c=(3z^2-T_3)/2$. Then $y=\lambda\,\partial(\ln\Xi/N)/\partial\lambda=\lambda-z\lambda^2+c\lambda^3+\dots$, and

$$\Phi=\frac{y}{\lambda\,dy/d\lambda}=\frac{1-z\lambda+c\lambda^2}{1-2z\lambda+3c\lambda^2}=1+z\lambda+(2z^2-2c)\lambda^2+\dots$$

Here $2z^2-2c=T_3-z^2$. Inverting the series for $y$ gives $\lambda=y+zy^2+\dots$, so the term $z\lambda$ supplies an additional $z^2y^2$. The result is

$$\Phi=1+zy+T_3y^2+\dots$$

**Limit.** The chain has blocked vectors $-1,0,1$. Of the nine pairs, two have a difference of length 2, so $T_3=7$, in agreement with the solved case.

## The full first shell

On the face-centred cubic lattice of octahedral sites, a site has 12 nearest neighbours. Strict exclusion of this shell means $z=13$. To count $T_3$, take $\mathbf r=0$ first: all 13 vectors $\mathbf s$ qualify. For each of the 12 neighbours $\mathbf r$, the allowed $\mathbf s$ are 0, $\mathbf r$ itself and the 4 neighbours common to both sites, six in all. Thus $T_3=13+12\cdot6=85$, against $z^2=169$. Direct counting in a periodic box of 256 sites gives 14 329 344 ordered triples, as the formula requires; the mean-field product gives 14 307 840.

The small difference for three carbons grows into a large one at finite concentration. A Monte Carlo simulation of the same box in contact with a reservoir, at $y=0.0466$, gives $\Phi=1.837\pm0.003$ from the number fluctuations (statistical standard error). The mean-field formula with $z=13$ gives 2.53, which is 38 % above the simulated value. The series through $y^2$ gives 1.79. To reproduce the simulation with the mean-field form one needs $z=(1-1/\Phi)/y=9.8$.

The formula with $z=13$ also diverges at $y=1/13$. Yet the lattice splits into four simple cubic sublattices without nearest neighbours inside any of them, and filling one gives $y=1/4$. The geometric shell size is therefore a poor value of $z$ at the surface composition, even if the exclusion were strict.

## Where a smaller $z$ can come from

Replace strict exclusion by a finite repulsion $w$ between nearest neighbours, and put $q=1-e^{-w/k_BT}$. Then $f=-q$ on the shell, and the definition of $z$ gives

$$z=1+12q.$$

For $T_3$, sort the 85 terms. One has all three carbons on one site and contributes 1. In 36 terms two of the three coincide, which contributes $q^2$ each. In the remaining 48 all three are distinct, which contributes $q^3$ each:

$$T_3=1+36q^2+48q^3.$$

**Limits.** For $q=0$ this gives $z=T_3=1$, single occupancy. For $q=1$ it gives 13 and 85.

The value $z=5$ requires $q=1/3$, or $w=k_BT\ln(3/2)=0.042$ eV at 930 °C. This is one possible origin of the parameter, not a determination of the real carbon–carbon interaction. The second coefficient is now $T_3=6.8$, while mean field has $z^2=25$.

At the surface composition the simulation with this repulsion gives $\Phi=1.251\pm0.002$, and the series through $y^2$ gives 1.250. The mean-field value 1.307 is 4.5 % above the simulated one. A value $z=4.3$ in the mean-field formula would reproduce the simulation at this composition. An effective $z$ fitted at one composition therefore need not equal the one fitted in the dilute limit.

The repulsion also makes $z$ depend on temperature. With $w$ held fixed, the dilute value is 5.2 at 850 °C and 4.8 at 1000 °C. Inserted in the mean-field formula at the surface composition, these give 1.33 and 1.29. Pure blocking with a constant $z$ has no such drift.

## What this does to diffusion

In the frame of the iron lattice, with $C$ carbons per unit volume, write the flux as

$$J=-\frac{D_JC}{k_BT}\frac{\partial\mu}{\partial X}=-D_J\Phi\frac{\partial C}{\partial X},$$

where $X$ is the depth and $D_J$ is the mobility times $k_BT$. The second form uses $d\mu=k_BT\,\Phi\,dC/C$, which again neglects the change of volume with carbon content. The chemical diffusivity is thus $D=D_J\Phi$. If $D_J$ were the same at surface and core, $D$ would be 1.25 times larger at the surface in the example.

Blocking may also hinder the jumps. Suppose that a jump needs an open destination. As a simple estimate, give the destination the same chance of being open as a site picked at random, $1-zy$. Between neighbouring planes 1 and 2, with free jump rate $\Gamma$, the net exchange per site is

$$\Gamma\left[y_1(1-zy_2)-y_2(1-zy_1)\right]=\Gamma(y_1-y_2).$$

The products $zy_1y_2$ cancel, and in this estimate $D$ does not depend on composition. Since $D=D_J\Phi$, this means $D_J\propto1-zy$. At the surface the estimated mobility falls to 0.765 of its dilute value and $\Phi$ rises to 1.307; the product is 1.

The exact cancellation belongs to the estimate. A jumping carbon already keeps others away from some of the sites that could block its destination, so when blocked sets overlap the destination is open more often. In the solved chain, each carbon can be joined to the empty site on its right. The $n$ joined pairs and the $N-2n$ remaining empty sites can stand in any order, so the destination is open with probability $(1-2y)/(1-y)$, not $1-3y$. The chain has $\Phi=1/[(1-y)(1-2y)]$. If $D_J$ is proportional to the open probability, $D$ then grows as $1/(1-y)^2$.

A larger thermodynamic factor is therefore not enough for a diffusivity that grows with carbon content. The mobility must fall more slowly than $1/\Phi$. Whether it does depends on how nearby carbons change the jump rates, which the entropy model alone does not decide. In real austenite near 930 °C the measured carbon diffusivity more than doubles between 0.2 and 1.0 mass %. The mobility there rises with carbon content, and the thermodynamic factor is the smaller part of the increase.

## Beside a real carburized steel

Gas carburizing is typically done at roughly 900–950 °C, with a surface carbon content near 0.8–1.0 mass %, so the example lies in the usual range. The value $z=5$ is a model choice, and a change of one unit moves the surface factor by about 0.08. Published fits to measured carbon activities in Fe–C austenite give $\Phi\approx1.4$ at this temperature and surface composition. In the mean-field form this corresponds to $z\approx6$, with a dilute slope near 8, so $z=5$ lies below the measured value. Real carbons do not block disjoint sets of sites. For the finite repulsion considered here, the mean-field formula with $z=5$ gives a $\Phi$ that is 4.5 % above the simulated lattice value at the surface composition; this compares two models, not a model with steel. That repulsion makes neighbouring carbons less likely but does not forbid them, and this softness, not overlap, accounts for most of the difference. Disjoint cages of 13 sites with the same $q=1/3$ have no overlap, yet they give $T_3=1+36q^2+132q^3=9.9$, much closer to the lattice value 6.8 than to 25. Carburizing steels also contain alloying elements, and carbon interactions may reach beyond the first shell. Neither effect is included in the numbers. At fixed alloy content, a shift of $\mu$ that does not vary with $y$ drops out of $\Phi$; a shift that varies with $y$ adds its own derivative. The numerical output gives the values to more digits than this comparison can support.

## Calculated quantities

```
temperature: 930 C = 1203.15 K
kT: 0.1037 eV
molar masses Fe, C: 55.845, 12.011 g/mol
effective blocking number z: 5
carbon, core and surface: 0.2, 1.0 mass %
y core: 0.00932   y surface: 0.04696
z*y core: 0.0466   surface: 0.2348
Phi core, z=5: 1.0489   z=1: 1.0094
Phi surface, z=5: 1.3069   z=1: 1.0493
increase factor over z=1, surface: 1.2455
increase factor over z=1, core: 1.0391
Phi surface / Phi core, z=5: 1.2460
Phi surface in mole fraction: 1.3683
Phi surface for z=4: 1.2313   z=6: 1.3923
mu surface - mu core, z=5: 0.1905 eV
mu surface - mu core, z=1: 0.1717 eV
model limit y=1/z: 0.200 = 4.12 mass %
cage counts for n=0..3, 15 sites: [1, 15, 75, 125]
Phi surface from enumerated fluctuations: 1.3069
Phi surface from entropy differences: 1.3069
fcc box sites: 256
full first shell: z=13, T=85, z^2=169
ordered allowed pairs: 62208
ordered allowed triples, exact: 14329344
ordered allowed triples, mean field: 14307840
finite repulsion: q=0.3333, w=0.0420 eV
y^2 coefficient, finite repulsion: 6.778   mean field: 25
dilute z at 850 C: 5.228   at 1000 C: 4.820
Phi surface with these z: 1.3254, 1.2926
simulation, finite repulsion: y=0.04697
  Phi simulated: 1.2505 +- 0.0021
  Phi series to y^2: 1.2498   mean field: 1.3069
  mean field too high by: 4.5 %
  z that reproduces simulated Phi: 4.27
simulation, strict first-shell exclusion: y=0.04657
  Phi simulated: 1.8366 +- 0.0028
  Phi series to y^2: 1.7898   mean field: 2.5345
  mean field too high by: 38.0 %
  z that reproduces simulated Phi: 9.78
blocked-jump mobility, surface, relative: 0.7652
mobility times Phi, relative: 1.0000
```
